# Fractional bound charge at mirror twin boundaries in monolayer dichalcogenides

## 1. Two numbers to explain

In a model of a monolayer dichalcogenide MX\(_2\), a zigzag mirror twin boundary carries a bound charge of \(+0.6666\,e\) per period, found by adding up site charges in a strip. If one d level is lowered by 3 eV, the same sum gives \(-0.6667\,e\). Both values are stated modulo \(2e\), that is, up to whole electron pairs. No parameter was adjusted to produce a fraction, and every core charge is even. Why is the charge two thirds, and why does it change sign?

The answer has two parts. Threefold symmetry restricts the bulk polarisation to three classes, and the position of one electron pair selects the class.

## 2. Setting and conventions

Let \(e>0\). The lattice vectors are

\[
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad \Omega=\tfrac{\sqrt3}{2}a^2 .
\]

M sits at the origin. The two X atoms, above and below the M plane, both project onto \(\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3\). The site \(2\boldsymbol\tau\) is empty and is called the hollow. All three sites are threefold axes. Rows parallel to the boundary, which runs along \(x\), are \(H=\sqrt3a/2\) apart.

The bulk is a nonmagnetic band insulator without spin-orbit coupling, so electrons come in spin pairs. M contributes six valence electrons, as a group-VI metal does. The X s electrons are counted with the X cores. The remaining core charges per cell are \(+6e\) on M and \(+8e\) on the X pair, balanced by 14 electrons in seven bands.

## 3. Three classes of polarisation

With Wannier centres \(\mathbf w_n\) for the electron pairs, the formal polarisation is

\[
\mathbf P=\frac1\Omega\left[\sum_i Z_i e\,\mathbf r_i-2e\sum_n\mathbf w_n\right].
\]

Moving the origin changes the bracket by the total cell charge times the shift, which is zero. Assigning a pair to a neighbouring cell changes it by \(2e\mathbf R\), where \(\mathbf R\) is a lattice vector. Reassigning a core changes it by an even multiple of \(e\mathbf R\), because the cores are even. Hence \(\mathbf P\) is defined modulo \(2e\mathbf R/\Omega\).

Write \(\Omega\mathbf P=2e(f_1\mathbf a_1+f_2\mathbf a_2)\). A rotation by \(120^\circ\) takes \(\mathbf a_1\) to \(\mathbf a_2-\mathbf a_1\) and \(\mathbf a_2\) to \(-\mathbf a_1\), so

\[
(f_1,f_2)\longrightarrow(-f_1-f_2,\;f_1).
\]

The crystal is unchanged, so the rotated polarisation may differ from the original by integers only:

\[
-2f_1-f_2\in\mathbb Z,\qquad f_1-f_2\in\mathbb Z .
\]

The second condition gives \(f_2=f_1\) up to an integer. The first then gives \(3f_1\in\mathbb Z\). Therefore

\[
\mathbf P=\frac{2e}{\Omega}(s\boldsymbol\tau+\mathbf R),\qquad s=0,1,2 .
\]

Threefold symmetry does not force the polarisation to vanish; it leaves two nonzero classes.

For the component normal to the boundary we need

\[
\frac{a\tau_y}{\Omega}=\frac{\sqrt3a^2/6}{\sqrt3a^2/2}=\frac13,\qquad
\frac{aR_y}{\Omega}=n_2\quad\text{for }\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2 .
\]

Thus \(aP_y=2e(s/3+n_2)\). This is a charge per period, since a two-dimensional polarisation is a charge per length.

## 4. From polarisation to boundary charge

Real twin boundaries may be metallic, so it is safest to work at one wave number \(k\) along the boundary. At fixed \(k\), each bulk domain is a one-dimensional insulator in \(y\). Let \(p(k)\) be its dipole per cell and per spin, divided by \(eH\):

\[
p(k)=\sum_i\frac{Z_i}{2}\frac{y_i}{H}-\sum_n\frac{\bar y_n(k)}{H},
\]

where \(\bar y_n(k)\) are the Wannier centres at fixed \(k\). It is defined modulo 1.

**The window.** Let \(W(y)\) equal 1 around the boundary and fall linearly to 0 over one length \(H\), deep inside each domain. The interface charge, in units of \(e\), is the sum of all charges weighted by \(W\). This is the usual average over one bulk period.

**The lower domain.** Group its charges into neutral cells, up to a last cell where \(W=1\). A charge at offset \(u\) in its cell has copies at \(u+jH\). Their summed weight is \(S(u)=\sum_jW(u+jH)\). The ramp has length \(H\), so one copy is on it at any time. Increasing \(u\) raises that copy's weight at the rate \(1/H\), so \(S(u)=S(0)+u/H\). For cell charges \(q_i\) in units of \(e\),

\[
\sum_i q_iS(u_i)=S(0)\sum_iq_i+\frac1H\sum_iq_iu_i=0+p_{\rm low}.
\]

The relation is linear in the charge, so it also holds for a spread-out electron density, with \(u\) replaced by its mean.

**The upper domain.** Here \(W\) falls with \(y\), the slope is \(-1/H\), and the contribution is \(-p_{\rm up}\).

**The remainder.** Near the interface there remain some cores and some localised occupied states. Per spin, both contribute integers. Hence

\[
q(k)=p_{\rm low}(k)-p_{\rm up}(k)\pmod 1 .
\]

The upper crystal is the mirror image \(y\to-y\) of the lower one. This mirror keeps \(k\) and reverses the dipole, so \(p_{\rm up}=-p_{\rm low}\) modulo 1. With \(p=p_{\rm low}\),

\[
q(k)=2p(k)\pmod 1 .
\]

**The average over \(k\).** Follow \(q(k)\) along a continuous branch, which means that no boundary state changes its occupation as it is followed in \(k\). Time reversal gives \(p(-k)=p(k)\) modulo 1, so the branch has no net winding across the zone and its average is well defined. The average of \(p(k)\) is the reduced polarisation \(f_2=s/3\), modulo 1. The average of \(q\) is then \(2s/3\) modulo 1, and two spins give

\[
\boxed{Q=\frac{4s}{3}\,e\pmod{2e}}
\]

for a boundary with the \(+\boldsymbol\tau\) crystal below. The values are

- \(s=0\): \(Q=0\);
- \(s=1\): \(Q=4e/3\), equivalent to \(-2e/3\);
- \(s=2\): \(Q=8e/3\), equivalent to \(+2e/3\).

Exchanging the two domains exchanges \(p_{\rm low}\) and \(p_{\rm up}\) and reverses the sign of \(Q\). Adding or removing a row of atoms with even core charges changes \(Q\) by an even multiple of \(e\), so the class does not depend on the boundary stoichiometry.

**Spin-polarised boundaries.** If the boundary is gapped and magnetic with a fixed spin axis, the two spins may have different integers. Then \(Q\) is fixed only modulo \(e\), and \(s=2\) also allows \(-e/3\), while \(s=1\) also allows \(+e/3\).

## 5. Which class? The last electron pair

Six of the seven pairs belong to p-like bands and are assigned to X. Let the seventh, d-like pair sit at \(j\boldsymbol\tau\), with \(j=0\) for M, 1 for X and 2 for the hollow. Then

\[
\Omega\mathbf P=8e\boldsymbol\tau-12e\boldsymbol\tau-2ej\boldsymbol\tau=-2e(2+j)\boldsymbol\tau,
\qquad s=-(2+j)\pmod3 .
\]

A pair on M gives \(s=1\), on X \(s=0\), and in the hollow \(s=2\). The bound charge thus distinguishes three electronic structures with the same atoms in the same places.

The position can be read from the angular momentum \(m\) of the d-like band about M, defined modulo 3. Suppose the band is isolated and built from one symmetric Wannier function per cell. At \(\Gamma\) all copies have equal phase, so \(m\) is the function's own angular momentum. In the model the d part at \(\Gamma\) is pure \(d_{z^2}\), so \(m=0\) and the function is s-like about its centre.

At \(\mathbf K=(4\pi/3a,0)\) we have \(\mathbf K\cdot\mathbf a_1=4\pi/3\) and \(\mathbf K\cdot\mathbf a_2=2\pi/3\). A copy displaced by \(\mathbf R\) has phase \(\mathbf K\cdot\mathbf R\). Consider the three copies nearest to M:

- Centre on X: the copies \(\mathbf R=0,-\mathbf a_1,-\mathbf a_2\) lie at \(30^\circ,150^\circ,270^\circ\). Their phases are \(0,\,2\pi/3,\,4\pi/3\) modulo \(2\pi\). The phase advances with the angle, so \(m=1\).
- Centre in the hollow: the copies \(\mathbf R=-\mathbf a_1-\mathbf a_2,\,-\mathbf a_2,\,-\mathbf a_1\) lie at \(210^\circ,330^\circ,450^\circ\). Their phases are \(0,-2\pi/3,-4\pi/3\). The phase runs backwards, so \(m=-1\), which is 2 modulo 3.
- Centre on M: the copy at the origin is s-like, so \(m=0\).

A state of character \(d_{+2}\) at K therefore puts the pair in the hollow, where there is no atom. A \(d_{z^2}\) state at K puts it on M.

## 6. Why \(d_{+2}\) can be lowest at K

The p levels lie below the d levels, so p–d coupling pushes d states up. The least coupled d state is favoured as the highest filled one.

**Selection rule.** Let \(t_{m\mu}\) couple \(d_m\) to \(p_\mu\) along a bond whose projection points along \(x\). Rotating the bond by \(\theta\) multiplies it by \(e^{-i(m-\mu)\theta}\). The X phases found above grow as \(e^{i\theta}\). The sum over three bonds survives if \(m-\mu=1\) modulo 3. This pairs \(d_0\) with \(p_{-1}\), \(d_{+2}\) with \(p_{+1}\), and \(d_{-2}\) with \(p_z\). For these three d states, only combinations of the two X atoms that are even under reflection in the M plane take part. They add a factor \(\sqrt2\), so each coupling has size \(g=3\sqrt2\,|t_{m\mu}|\).

**Bond elements.** Describe a d orbital by a symmetric traceless tensor \(D\), with \(D=\mathrm{diag}(-\frac12,-\frac12,1)\) for \(z^2\). For a unit bond vector \(\mathbf n\), the coupling to \(p_i\) is

\[
n_i(\mathbf n D\mathbf n)V_\sigma+\frac{2}{\sqrt3}\left[(D\mathbf n)_i-n_i(\mathbf nD\mathbf n)\right]V_\pi .
\]

The first term is the part along the bond; the second is the perpendicular part, normalised so that \(d_{xy}\) and \(p_y\) couple by \(V_\pi\) along \(x\).

With X at height \(a/2\), the squared bond length is \(a^2(1/3+1/4)=7a^2/12\). Hence \(\mathbf n=(\rho,0,\nu)\) with \(\rho^2=4/7\) and \(\nu^2=3/7\). Insert \(D=\frac{\sqrt3}{2}\mathrm{diag}(1,-1,0)\) for \(x^2-y^2\), and the off-diagonal entries \(\sqrt3/2\) for \(xy\):

\[
\begin{aligned}
\langle z^2|h|x\rangle&=\rho\left(\tfrac17V_\sigma-\tfrac{3\sqrt3}{7}V_\pi\right),\\
\langle x^2-y^2|h|x\rangle&=\rho\left(\tfrac{2\sqrt3}{7}V_\sigma+\tfrac37V_\pi\right),\\
\langle xy|h|y\rangle&=\rho V_\pi,\\
\langle x^2-y^2|h|z\rangle&=\nu\left(\tfrac{2\sqrt3}{7}V_\sigma-\tfrac47V_\pi\right).
\end{aligned}
\]

For \(d_{+2}=(d_{x^2-y^2}+id_{xy})/\sqrt2\) and \(p_{+1}=(p_x+ip_y)/\sqrt2\), the factors \(-i\) and \(i\) multiply to 1, so

\[
t_{2,1}=\frac{\rho}{2}\left(\frac{2\sqrt3}{7}V_\sigma+\frac{10}{7}V_\pi\right).
\]

With \(V_\sigma=-2.00\) eV and \(V_\pi=0.90\) eV the bracket is \(-0.990+1.286=0.296\) eV: the two terms nearly cancel. This gives \(t_{2,1}=0.112\) eV and \(g=0.475\) eV. In the other two channels the terms add, and the same arithmetic gives \(g=2.16\) eV for \(d_0\) and 2.95 eV for \(d_{-2}\).

**Levels at K.** Hopping between M atoms also shifts the d levels. The bare d level is at 0 eV, and \(V_{dd\sigma}=-0.50\) eV, \(V_{dd\pi}=0.25\) eV, \(V_{dd\delta}=0\). The six phases sum to \(-3\). The mean bond element is \(\frac12(\frac34V_{dd\sigma}+V_{dd\pi})=-0.0625\) eV for \(d_{\pm2}\) and \(\frac14V_{dd\sigma}=-0.125\) eV for \(d_0\). The levels become 0.1875 and 0.375 eV. Each then mixes with a p level at \(-4\) eV. With \(\Delta\) the distance between a d level \(\varepsilon\) and the p level, the upper state has

\[
E=\frac{\varepsilon-4\,\text{eV}}{2}+\frac12\sqrt{\Delta^2+4g^2},\qquad
\text{d weight}=\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+4g^2}}\right).
\]

The energies are about 0.24 eV for \(d_{+2}\), 1.26 eV for \(d_0\) and 1.71 eV for \(d_{-2}\).

The other two d states, \(d_{\pm1}=(d_{xz}\pm id_{yz})/\sqrt2\), are odd under reflection in the M plane and couple to the odd X combinations. The selection rule pairs \(d_{+1}\) with \(p_z\) and \(d_{-1}\) with \(p_{+1}\). The bond formula gives \(\langle xz|h|z\rangle=-1.025\) eV, \(\langle xz|h|x\rangle=-1.380\) eV and \(\langle yz|h|y\rangle=0.589\) eV, so \(|t_{1,0}|=1.025/\sqrt2\) eV and \(|t_{-1,1}|=\frac12(1.380+0.589)\) eV. Hence \(g=3.08\) and 4.18 eV. Their mean M–M bond element is \(\frac12V_{dd\pi}=0.125\) eV, which puts both levels at \(-0.375\) eV before mixing. The upper states lie at about 1.38 and 2.37 eV, so \(d_{+2}\) is the lowest of all five. For \(d_{+2}\), \(\Delta=4.1875\) eV gives a d weight of 0.988, in agreement with 0.9876 from the full diagonalisation.

This ordering belongs to these parameters. For a real compound, the character at K and the pair position must be established from its own band structure.

## 7. The strip calculation

The numerical output lists two parameter sets. Set A is the one just described; set B has \(d_{z^2}\) lowered by 3.00 eV. The bulk class comes from Wilson loops: the summed Wannier centre at fixed \(k\) is \(-1/2\pi\) times the phase of the product of overlap determinants around the loop. The boundary charge comes from a separate calculation with 319 orbitals, in which a periodic strip contains two unrelaxed twin boundaries. The one examined is mirrored about an X row shared by both domains. At each \(k\), states below the middle of the bulk gap are filled, and the site charges are summed with the window \(W\). A different filling of boundary states would change \(q(k)\) by an integer, which the continuous branch removes.

**Set A.** The d-like pair is centred at 0.6668 along \(\mathbf a_2\), the hollow. The mean \(p\) is 0.6667, so \(s=2\). The formula gives \(8e/3-2e=+0.6667\,e\), and the strip gives \(+0.6666\,e\).

**Set B.** The \(d_0\) level at K is now \(0.375-3=-2.625\) eV, only 1.375 eV above the p level. The two-level formula gives \(E=-1.04\) eV, below \(d_{+2}\), and a d weight of 0.65, as printed. The pair is centred at 0.0000, on M. The mean \(p\) is 0.3334, so \(s=1\), and \(Q=4e/3-2e=-0.6667\,e\), as in the strip.

The summed position of the six p-like pairs can be checked too. The cores contribute \(4/3\) to \(p\) per spin. In set A the six pairs must then contribute \(4/3-2/3-2/3=0\) modulo 1; in set B, \(4/3-1/3-0=1\), again an integer. Six centres at \(1/3\) add up to 2, which is consistent. Six centres together on M or in the hollow would also add up to an integer. The sum therefore does not identify their site, but the class does not depend on which of the three sites they share.

The test at each \(k\) is stricter than the averages. The largest difference between \(q(k)\) and \(2p(k)\), modulo 1, is \(1.6\times10^{-4}\,e\) in set A and \(2.3\times10^{-4}\,e\) in set B. Yet \(q(k)\) itself varies by \(0.73\,e\) and \(0.15\,e\) across the zone. The charge at a given \(k\) is not quantised; its average is.

**Between the sets.** The class can change only if the bulk gap closes. At K, \(d_0\) and \(d_{+2}\) have different angular momenta and can cross. Setting the upper \(d_0\) state equal to 0.24 eV requires \((0.24-\varepsilon)(0.24+4)=g^2=4.68\) eV\(^2\), with energies in eV. This gives \(\varepsilon=-0.86\) eV, a shift of \(d_{z^2}\) by about \(-1.2\) eV. This is an estimate from the two-level formula; no strip was computed at that point.

## 8. When threefold symmetry is lost

The argument of section 4 needs the mirror relation between the domains, but not threefold symmetry. That symmetry enters in fixing the average of \(p\). To test this, the p–d coupling on one of the three bond directions was multiplied by 0.80 in set A. The system remains gapped at each sampled \(k\), but the mean \(p\) becomes 0.728, which is 0.0615 away from the nearest third.

For two domains distorted as mirror images, section 4 then predicts \(Q=4\times0.728\,e-2e=0.91\,e\) instead of \(0.67\,e\). This follows from the bulk value; the distorted strip was not computed. Uniaxial strain along or across the boundary, which keeps the domains mirror images, should therefore change the bound charge continuously, provided the bulk gap stays open, while a distortion confined to the boundary region leaves its class unchanged as long as the bulk domains stay threefold symmetric.

## 9. Bound charge and free carriers

\(Q\) is the charge at constant band filling. It is not necessarily the net charge of the boundary. If the Fermi level crosses boundary bands, their partial occupation adds free charge.

For \(a=0.32\) nm, set A has

\[
\frac{Q}{a}=\frac{0.6667\,e}{0.32\ \text{nm}}=2.08\,e/\text{nm}=3.34\times10^{-10}\ \text{C/m}.
\]

A neutral boundary must compensate this with \(2/3\) electron per period, modulo 2. A nonmagnetic band insulator of period \(a\) adds electrons in whole pairs and cannot do so. Within band theory, a neutral, nonmagnetic boundary of period \(a\) is therefore metallic. Fixed-axis spin polarisation does not help, because whole electrons cannot cancel \(2/3\) either.

If one spin-degenerate electron band carries the compensating charge and its filled states form a single interval of length \(2k_F\), then

\[
2\,\frac{2k_Fa}{2\pi}=\frac23\quad\Longrightarrow\quad
2k_F=\frac{2\pi}{3a}=6.5\ \text{nm}^{-1}.
\]

The band is one third full. With several partly filled bands, or with one band filled in two pockets at \(\pm k\), only the total count is fixed, not each \(k_F\). The value \(6.5\ \text{nm}^{-1}\) belongs to the single-interval case and is not a property computed for the model boundary.

For a boundary with period \(Na\), the bound charge per new period is \(2Ne/3\) modulo \(2e\). It can vanish if \(N\) is a multiple of 3. At \(N=3\) the charge is \(2e\), which one electron pair cancels. Tripling the period, which corresponds to the wave number \(2k_F\) above, thus permits a neutral gapped state. It does not guarantee one: whether the boundary distorts depends on energies that charge counting does not contain.

The model leaves out relaxation, self-consistent screening, spin-orbit coupling and dipoles within the atoms. Relaxation and screening that preserve the bulk symmetry and the bulk gap may redistribute charge near the boundary, but they cannot change the class. Spin-orbit coupling removes the separate count for each spin used here and needs its own argument.

## Computed results

```
MODEL INPUT
a = 0.32 nm; X height = 0.50 a
p level = -4.00 eV; d level = 0.00 eV
pd sigma, pi = -2.00, 0.90 eV
dd sigma, pi, delta = -0.50, 0.25, 0 eV
number of threefold classes = 3
  class: (0.0000, 0.0000) in units of a1, a2
  class: (0.3333, 0.3333) in units of a1, a2
  class: (0.6667, 0.6667) in units of a1, a2
SET A: dz2 shift = 0.00 eV
  smallest direct gap on mesh = 0.871 eV
  smallest gap at fixed k = 0.690 eV
  d weights at K, m=0,+2,-2 = 0.0000, 0.9876, 0.0000
  d-like pair centre = 0.6668 a2
  mean p per spin (mod 1) = 0.6667 e
  class s = 2
  strip orbitals = 319; k points in half zone = 24
  range of q(k) on one branch = 0.7305 e
  largest |q(k)-2p(k)| mod 1 = 1.61e-04 e
  Q from strip (mod 2e) = +0.6666 e per period
  Q from formula (mod 2e) = +0.6667 e per period
SET B: dz2 shift = -3.00 eV
  smallest direct gap on mesh = 1.289 eV
  smallest gap at fixed k = 1.289 eV
  d weights at K, m=0,+2,-2 = 0.6515, 0.0000, 0.0000
  d-like pair centre = 0.0000 a2
  mean p per spin (mod 1) = 0.3334 e
  class s = 1
  strip orbitals = 319; k points in half zone = 24
  range of q(k) on one branch = 0.1507 e
  largest |q(k)-2p(k)| mod 1 = 2.30e-04 e
  Q from strip (mod 2e) = -0.6667 e per period
  Q from formula (mod 2e) = -0.6667 e per period
BROKEN THREEFOLD SYMMETRY: vertical pd bonds times 0.80
  mean p (mod 1) = 0.7282 e
  distance from nearest third = +0.0615 e
MAIN RESULT, SET A
  bound line charge = 2.0833 e/nm
  the same = 3.3379e-10 C/m
  neutralising electrons per period = 0.6667 (mod 2)
  filling of one spin-degenerate band = 0.3333
  2 kF for that band = 6.5450 1/nm
  bound charge per tripled period = 2.0000 e
```
